# Why a passive film can give metal polishing a pressure threshold

A polishing recipe scaled down by Preston's law, removal rate proportional to pressure times speed, can stop removing metal well before the pressure reaches zero. The passive film is a natural suspect: an abrasive must press hard enough to pierce it. But that explanation is incomplete, and acting on it alone can mislead. The polisher sets the nominal pressure, whereas the film responds to the load on one abrasive. If the pad answers a higher pressure by making more contacts of the same kind, the load per abrasive doesn't change, and the same film gives no threshold at all.

Two questions therefore have to be kept apart: what load pierces the film, and how the pad converts nominal pressure into that load.

## The load that pierces the film

Take a rigid abrasive with tip radius $R$, sliding over metal covered by a film of thickness $h$. Near its apex the tip is a paraboloid of height $x^2/2R$ at distance $x$ from the axis. At indentation depth $\delta$ the contact radius $a$ satisfies

$$a^2=2R\delta .$$

Assume rigid-plastic flow under a normal pressure $H$, an effective value for the film on its metal. Friction and pile-up at the groove edges are neglected. A sliding tip has an open groove behind it, so only its front half is supported. The vertical force from a uniform normal pressure equals that pressure times the projected area, here a half-disc:

$$F=\frac{\pi a^2}{2}H=\pi RH\delta .$$

Assume also that the metal doesn't sink beneath the film before the film is pierced. The tip then reaches the metal when $\delta=h$. The critical load is therefore

$$F_c=\pi RHh .$$

With $R=50$ nm, $H=1$ GPa and $h=2$ nm,

$$F_c=\pi(50\times10^{-9})(10^9)(2\times10^{-9})\ \text{N}=0.314\ \mu\text{N}.$$

These and the later inputs are round model parameters, not data for a particular metal. A full sphere in place of the paraboloid lowers $F_c$ by the fraction $h/2R$, which is 2%.

Below $F_c$ the groove stays inside the film. The model assumes that such a groove costs no metal and leaves no lasting thin spot for a later abrasive to pierce. If shallow grooves detached film, or left it thin enough to regrow from the metal, that regrowth would consume metal, and removal would continue below the threshold. Static dissolution is also left out; it would add a background rate.

## What one pierced groove removes

Let $u=F/F_c=\delta/h$. For $u>1$ the tip extends below the film–metal interface by

$$e=\delta-h=h(u-1).$$

At the interface the half-width of the groove is $c=\sqrt{2Re}$, so the width of bared metal is

$$w=2c=w_0\sqrt{u-1},\qquad w_0=2\sqrt{2Rh}.$$

The metal cut out has cross-section

$$\int_{-c}^{c}\left(e-\frac{x^2}{2R}\right)dx
=2ec-\frac{c^3}{3R}=\frac43ec=\frac23we,$$

where $c^2=2Re$ was used in the second term.

The bared strip then grows a new film, which also costs metal. If $Z$ is the volume of film formed per volume of metal consumed, regrowth takes a cross-section $wh/Z$. The groove also thins the film on its flanks, beyond the bared strip. As for a groove that stays inside the film, this thinning is assumed to cost no metal; otherwise the rates would be higher, and removal would continue below the threshold. The total metal loss per unit sliding length is then

$$m(u)=w_0h\left[\frac{\sqrt{u-1}}{Z}+\frac23(u-1)^{3/2}\right].$$

Just above the critical load the first term dominates. The abrasive then acts mainly by opening the film, and the chemistry takes most of the metal.

## How a pad summit distributes its load

The pad touches the wafer at summits, each modelled as an elastic sphere of radius $\rho$ and contact modulus $E^*$ pressed against a rigid wafer. For the pad, $E^*$ is Young's modulus divided by one minus the square of Poisson's ratio. Summits deform independently.

Try a pressure $q=q_0\sqrt{1-r^2/b^2}$ inside a contact of radius $b$. A point force $f$ on an elastic half-space displaces the surface at distance $t$ by $f/(\pi E^*t)$. Use polar coordinates centred on the point at radius $r$. The area element $t\,dt\,d\varphi$ cancels the $1/t$, leaving integrals of $q$ along chords. The chord at angle $\varphi$ has half-length $A$, with $A^2=b^2-r^2\sin^2\varphi$, and contributes

$$\frac{q_0}{b}\int_{-A}^{A}\sqrt{A^2-t^2}\,dt=\frac{\pi q_0A^2}{2b},$$

where $t$ is now measured from the middle of the chord. Angles from $0$ to $\pi$ cover every chord once, so

$$\text{displacement}=\frac{q_0}{2E^*b}\int_0^\pi(b^2-r^2\sin^2\varphi)\,d\varphi
=\frac{\pi q_0}{2E^*b}\left(b^2-\frac{r^2}{2}\right).$$

Flattening a sphere by a central compression $\zeta$ requires the displacement $\zeta-r^2/2\rho$. Matching the $r^2$ terms and then the constants gives

$$q_0=\frac{2E^*b}{\pi\rho},\qquad b^2=\rho\zeta,\qquad
q_0=\frac{2E^*}{\pi}\sqrt{\frac{\zeta}{\rho}} .$$

The integral of $q$ over the contact is $\tfrac23\pi b^2q_0$. The summit load is therefore

$$L=\frac{4E^*b^3}{3\rho}=\frac43E^*\sqrt\rho\,\zeta^{3/2}.$$

Now let $n_a$ abrasives per unit real contact area carry the whole load, each taking an equal share of the local pressure, so that $F=q/n_a$. The most heavily loaded abrasive sits at the contact centre. It pierces the film when $q_0$ reaches $q_c=n_aF_c$, which requires the compression

$$\zeta_c=\rho\left(\frac{\pi n_aF_c}{2E^*}\right)^2 .$$

## Equal summits: a sharp threshold

Let the pad have $N$ summits per unit area, all of the same height. Each carries $L=p/N$, where $p$ is the nominal pressure. Since $L\propto\zeta^{3/2}$ and $q_0\propto\zeta^{1/2}$, the peak pressure rises as $p^{1/3}$. Setting $\zeta=\zeta_c$ gives

$$p_{th}=\frac43NE^*\sqrt\rho\,\zeta_c^{3/2}
=\frac43NE^*\rho^2\left(\frac{\pi n_aF_c}{2E^*}\right)^3
=\frac{N\pi^3\rho^2(n_aF_c)^3}{6E^{*2}} .$$

The cube is the inverse of the one-third power: to double the load per abrasive, the nominal pressure must rise eightfold. Because $F_c\propto h$ at fixed $H$, it follows that $p_{th}\propto h^3$.

For the example take $n_a=40$ per µm², $E^*=100$ MPa, $\rho=50$ µm and $N=10$ per mm². Then

$$q_c=(40\times10^{12})(0.3142\times10^{-6})\ \text{Pa}=12.57\ \text{MPa},$$

and $\zeta_c=1.95$ µm. The load on each summit at that compression is 2.564 mN, so

$$p_{th}=(10^7\ \text{m}^{-2})(2.564\times10^{-3}\ \text{N})=25.6\ \text{kPa}\ (3.72\ \text{psi}).$$

The real contact covers about 0.3% of the wafer, which is why a nominal pressure of tens of kilopascals produces megapascals under the summits. The 2% correction to $F_c$ for a spherical tip becomes about 6% in $p_{th}$, again because of the cube.

## The rate above threshold

Suppose a fraction $\varphi_c$ of the abrasives cuts, while the others carry load but remove nothing. At sliding speed $V$, one summit removes metal volume at the rate

$$v=\varphi_cn_aV\int_0^b2\pi r\,m(u)\,dr,$$

with $m=0$ for $u<1$. Define $s=\sqrt{\zeta/\zeta_c}$, which equals $(p/p_{th})^{1/3}$ for equal summits. Then

$$u=s\sqrt{1-r^2/b^2},\qquad r^2=b^2(1-u^2/s^2),\qquad
2r\,dr=-\frac{2b^2}{s^2}u\,du .$$

Since $b^2/s^2=\rho\zeta_c$, reversing the limits to absorb the minus sign gives

$$v=2\pi\rho\zeta_c\varphi_cn_aV\int_1^s u\,m(u)\,du .$$

Put $t=u-1$ and $y=s-1$. The two integrals are

$$I_1=\int_0^y(1+t)t^{1/2}dt=\frac23y^{3/2}+\frac25y^{5/2},$$

$$I_2=\int_0^y(1+t)t^{3/2}dt=\frac25y^{5/2}+\frac27y^{7/2}.$$

Multiplying by $N$ gives the thickness removed per unit time:

$$\dot z=C\left(\frac{I_1}{Z}+\frac23I_2\right),\qquad
C=2N\varphi_cn_aV\pi\rho\zeta_cw_0h .$$

**Near onset.** Here $y\approx(p-p_{th})/(3p_{th})$, and the first term of $I_1$ leads:

$$\dot z\approx\frac{2C}{3Z}\left(\frac{p-p_{th}}{3p_{th}}\right)^{3/2}.$$

One power of $p-p_{th}$ comes from the growing area in which the film can be pierced, and the other half power from the growing groove width. The rate starts with zero slope. Summing explicit grooves over the contact gives an onset exponent of 1.499.

**Vanishing film.** At fixed pressure, let $h\to0$ with $H$ unchanged. Then $p_{th}\to0$ and $s\to\infty$. The last term of $I_2$ leads, and $\dot z\propto s^{7/2}\propto p^{7/6}$. The prefactor $C$ scales as $h^{7/2}$ and $s^{7/2}$ as $h^{-7/2}$, so the rate stays finite. Without a film, equal summits thus give nearly Preston-like behaviour with no threshold.

For numbers, take $Z=1.5$, $V=1$ m/s and $\varphi_c=0.002$. At $p=2p_{th}$, $y=2^{1/3}-1=0.260$, so $I_1=0.102$ and $I_2=0.016$. The bracket is $0.068+0.011=0.079$. With $w_0=28.3$ nm, $C$ is about 1660 nm/min, and the rate is 131 nm/min. Regrowth accounts for $0.068/0.079$, or about 86%, of it.

| $p/p_{th}$ | $p$ (kPa) | rate (nm/min) |
|---:|---:|---:|
| 0.90 | 23.1 | 0 |
| 1.10 | 28.2 | 4.5 |
| 1.25 | 32.0 | 17.4 |
| 1.50 | 38.5 | 48.1 |
| 2.00 | 51.3 | 131 |
| 3.00 | 76.9 | 351 |

A straight line fitted between $1.5p_{th}$ and $3p_{th}$ meets the pressure axis at 34.0 kPa, 33% above the true threshold. At 32.0 kPa, below that intercept, the model still removes 17 nm/min. The intercept of a linear fit is thus a poor measure of the pressure at which metal becomes safe.

## Unequal summits: the threshold can vanish

Real summits differ in height. Let the wafer stand at height $d$ above the reference plane of the pad, so that a summit of height $z>d$ is compressed by $\zeta=z-d$.

For exponentially distributed heights with decay length $\sigma$ and $N_h$ summits per area, the number with compression between $\zeta$ and $\zeta+d\zeta$ is

$$N_he^{-d/\sigma}\,e^{-\zeta/\sigma}\frac{d\zeta}{\sigma}.$$

As long as $d\ge0$, where the exponential distribution applies to every touching summit, the separation enters only through a common factor. Pressure is the integral of this density times $L(\zeta)$, and the removal rate is the integral of the same density times $v(\zeta)$. Both carry the factor $e^{-d/\sigma}$, which cancels in their ratio. The rate is therefore proportional to $p$, film or no film.

The film still restricts where metal can be removed. On a summit with $\zeta>\zeta_c$, the condition $q>q_c$ means $1-r^2/b^2>\zeta_c/\zeta$, which holds over the area $\pi\rho(\zeta-\zeta_c)$. The share of real contact area in which a cutting abrasive can pierce the film is

$$\frac{\int_{\zeta_c}^{\infty}(\zeta-\zeta_c)e^{-\zeta/\sigma}d\zeta}
{\int_0^\infty\zeta e^{-\zeta/\sigma}d\zeta}
=\frac{\sigma^2e^{-\zeta_c/\sigma}}{\sigma^2}=e^{-\zeta_c/\sigma}.$$

For $\sigma=1$ µm this is 14%, at 10 kPa and at 40 kPa alike. With $N_h=100$ per mm², the condition $d\ge0$ holds up to about 125 kPa. The rate is 1.76 nm/min per kPa at both pressures. At 10 kPa, where the equal-summit pad removes nothing, this pad removes about 18 nm/min through the same film.

A bounded height distribution restores the threshold. For $N_h$ summits per area spread uniformly over a height span $S>\zeta_c$, the tallest summit reaches $\zeta_c$ when

$$p_{th}=\frac{N_h}{S}\int_0^{\zeta_c}\frac43E^*\sqrt\rho\,\zeta^{3/2}d\zeta
=\frac{8N_hE^*\sqrt\rho\,\zeta_c^{5/2}}{15S}.$$

With $N_h=100$ per mm² and $S=10$ µm this is 20.0 kPa.

Gaussian heights lie between these cases. They have no upper bound, so there is no strict threshold. Relative to summits that just touch, the density at compression $\zeta$ is

$$\exp\left(-\frac{d\zeta}{\sigma^2}-\frac{\zeta^2}{2\sigma^2}\right),$$

where $\sigma$ is now the standard deviation. As pressure rises, $d$ falls and the strongly compressed summits gain weight. For $\sigma=1$ µm and the same $N_h$, the rate per unit pressure grows from 0.059 to 0.195 nm/min per kPa between 10 and 40 kPa. The rates themselves are 0.59 and 7.8 nm/min. A line through these two points has slope $7.2/30=0.24$ nm/min per kPa and meets the axis near $10-0.59/0.24=7.5$ kPa. It suggests a threshold where the model has none.

The general condition follows. For removal to be absent below some pressure and present above it, every cutting abrasive must stay below its critical load up to that pressure, and some must exceed it beyond. The largest load must be bounded at a given $p$ and must rise with $p$. In this model, where abrasives share the local pressure equally, the film supplies the critical load and the pad decides whether pressure can reach it gradually.

## Where the model stops

*Regrowth time.* The formulas assume a complete film before each strike. At $2p_{th}$ the mean time between strikes that bare the metal at a point is 0.71 s, and a central summit crossing brings 0.014 such strikes on average, so a repeat within one crossing is rare. Shallower strikes are more frequent, and one that lands on a half-grown film could pierce it. Regrowth must therefore be complete well before 0.71 s, in a time short compared with the interval between strikes of any depth, which is about 0.1 s here when only the cutting abrasives are counted. As $p$ falls to $p_{th}$ the bared width vanishes and strikes that bare metal become arbitrarily rare. Since shallower strikes are assumed to leave no lasting thin spot, the fully grown film sets the threshold.

*Cutting fraction.* The value of $\varphi_c$ is chosen, and the rate is proportional to it. With $\varphi_c=1$ the rates would be 500 times larger, and a central crossing would bring about seven strikes, contradicting the assumption of full regrowth. The abrasives that don't cut carry the same loads, above $F_c$ near the contact centre, and are assumed to leave the film intact; the regrowth estimate depends on this. The model predicts the shape of the rate curve, not its absolute size. The threshold doesn't contain $\varphi_c$, provided some abrasives cut.

*Slurry pressure.* The summits are assumed to carry exactly the nominal pressure. If the slurry carries part of it, the onset moves to a higher nominal pressure; if suction beneath the wafer adds to the load, the onset moves lower. Either effect can change with speed.

*Equal abrasives.* All abrasives have the same tip radius and take an equal share of the local pressure. In a real slurry some carry more than others and can pierce the film first. If some cutting abrasives of the same tip radius carry up to 1.5 times the mean share, the threshold for equal summits falls by the factor $1.5^3\approx3.4$. If they carry more because they are larger, their own $F_c$ is larger too, which offsets part of a given excess share. But the share of a larger abrasive is not fixed. A sphere of radius $R'$ sinks $2(R'-R)$ further into the pad than its neighbours at any pressure, so its share grows as the pressure falls. By the isolated-contact estimate used below, a radius 10% above the mean already lowers the threshold to about 0.4 of its value. A sphere of radius 80 nm carries about 0.55 µN when its 50 nm neighbours just touch, above its critical load of 0.50 µN, so rare abrasives of that size would leave almost no threshold. If the shares have no upper bound, there is no strict threshold, even with equal summits.

*Pad between abrasives.* Applying the summit load formula to one abrasive pressed into the pad gives an indentation

$$\left(\frac{9F_c^2}{16RE^{*2}}\right)^{1/3}=48\ \text{nm}.$$

This is below the abrasive diameter of 100 nm, so the pad can plausibly stay clear of the wafer between abrasives. It is close to $R$, however, where small-strain elasticity is only a rough guide. The sinking also makes each summit contact a little softer than the smooth sphere assumed above. This spreads the load, raises the threshold somewhat and makes the cubic laws approximate. If the pad does touch the wafer, the abrasives no longer carry the full load, and a higher nominal pressure is needed.

*Elastic pad.* The one-third power needs summits that stay elastic. At the threshold the peak pressure is $0.13E^*$, and the mean pressure under one abrasive is about $0.4E^*$, high enough that a polymer pad may yield. On the exponential pad half the removal comes from summits compressed by more than about 4 µm, where the contact radius is $0.3\rho$ or more, so the rate of 1.76 nm/min per kPa is only a rough figure. If summits yield, the contact pressure levels off near the pad hardness, further load mainly widens the contact, and the film is pierced only if that level exceeds $q_c$.

*Thick films.* Doubling $h$ at fixed $H$ raises the calculated threshold from 25.6 to 205 kPa. The same indentation estimate then grows by $2^{2/3}$ to 76 nm, and the contact radius doubles from 9.9 to about 20 µm, no longer small beside $\rho=50$ µm. The steep rise is the useful result; the figure of 205 kPa is an extrapolation.

## What to do about it

**Measure the onset directly.** Take closely spaced points at low pressure and at the working speed, and subtract the static dissolution rate. Don't infer a safe pressure from a line fitted at high pressure. A curve that bends towards the axis doesn't by itself prove a strict threshold, as the Gaussian case shows.

**Separate film from pad.** Change the film chemistry with the pad surface held fixed, then change the pad conditioning with the chemistry held fixed. If the onset moves or disappears in the second trial, the pad surface is part of the cause, for example through the number, radius or heights of its summits. A threshold found on one pad surface should not be carried over to another as a property of the film.

**To start removal at lower pressure,** thin or soften the film. For equal summits $p_{th}\propto(Hh)^3$, so a 20% reduction in $h$ at unchanged $H$ lowers the threshold by the factor $0.8^3=0.51$. In practice $H$ may change with $h$: at the critical load the contact radius is 14 nm, seven times the film thickness, so the metal beneath can share in the resistance. For the same reason, softening the film may lower $H$ by less than expected. Fewer load-bearing abrasives also help, as $n_a^3$, provided the pad stays clear of the wafer between them. With equal summits, a stiffer pad, sharper summits or fewer summits raise the load per abrasive as well. With exponential heights, fewer summits make no difference while $d\ge0$: the wafer sinks further into the pad, and the distribution of loads stays the same.

**To protect recessed metal,** use the threshold in the opposite sense: keep the pressure in the recesses below the onset and that on the raised areas above it. This needs a pad whose tallest summits are limited in height, and abrasives none of which carries far more than its share of the load, which calls for a narrow size distribution without oversize particles. The recess must also lower the load appreciably. In a recess of depth $D$, much wider than a summit contact, equal summits are compressed less by at most $D$. In a very wide recess the difference is smaller, because the body of the pad bulges into it. If raised areas cover most of the wafer, the recess is then safe at best up to $p=p_{th}(1+D/\zeta_c)^{3/2}$. For $D=100$ nm that is 8% above the threshold, where the raised metal loses only about 3 nm/min. A narrower recess can be better sheltered, because the pad partly bridges it. With a long tail of tall summits, some abrasives pierce the film even at low pressure, and the recesses are at best polished more slowly, not spared.

The full set of values is in the numerical output below.

## Values computed for the example and the checks

```
tip radius R = 50 nm; film thickness h = 2.0 nm
indentation pressure H = 1.0 GPa; volume ratio Z = 1.5
pad modulus E* = 100 MPa; summit radius = 50 um
summits N = 10 per mm^2; abrasives n_a = 40 per um^2
cutting fraction phi = 0.002; speed V = 1.0 m/s
critical load Fc = 0.3142 uN
full-sphere reduction of Fc = 2.00 %
full-sphere reduction of p_th = 5.88 %
critical pad contact pressure n_a*Fc = 12.57 MPa
critical summit compression = 1.948 um
contact radius at threshold = 9.87 um
summit load at threshold = 2.564 mN
real contact fraction at threshold = 0.306 %
threshold pressure p_th = 25.64 kPa = 3.72 psi
threshold from peak groove depth = 25.64 kPa
threshold for doubled film = 205.1 kPa
ratio of the two thresholds = 8.000
width scale w0 = 28.28 nm
p/p_th = 0.90: p = 23.07 kPa, rate = 0.00 nm/min, groove sum = 0.00 nm/min
p/p_th = 1.10: p = 28.20 kPa, rate = 4.45 nm/min, groove sum = 4.45 nm/min
p/p_th = 1.25: p = 32.05 kPa, rate = 17.36 nm/min, groove sum = 17.36 nm/min
p/p_th = 1.50: p = 38.46 kPa, rate = 48.09 nm/min, groove sum = 48.09 nm/min
p/p_th = 2.00: p = 51.27 kPa, rate = 131.24 nm/min, groove sum = 131.23 nm/min
p/p_th = 3.00: p = 76.91 kPa, rate = 350.72 nm/min, groove sum = 350.72 nm/min
onset exponent from groove sums = 1.499
linear fit, 1.5 to 3 p_th: intercept = 34.00 kPa
intercept / p_th = 1.326
at 2 p_th: mean time between strikes at a point = 0.707 s
at 2 p_th: strikes per central summit crossing = 0.0139
pad indentation by one abrasive at Fc = 48.1 nm
height scale sigma = 1.0 um; uniform span = 10 um
summits in distributed-height pads = 100 per mm^2
exponential heights, p = 10 kPa: rate/p = 1.7644 nm/min per kPa
exponential heights, p = 40 kPa: rate/p = 1.7644 nm/min per kPa
Gaussian heights, p = 10 kPa: rate/p = 0.0593 nm/min per kPa
Gaussian heights, p = 40 kPa: rate/p = 0.1950 nm/min per kPa
exponential: pierced share of contact at 10 kPa = 0.1425
exponential: pierced share of contact at 40 kPa = 0.1425
exponential: exp(-zeta_c/sigma) = 0.1425
uniform heights: threshold = 19.98 kPa
```
